# Zero Flow Between Rarefied Gas Reservoirs at Different Temperatures

A low-pressure chamber for atomic layer deposition is hot, while the gauge that reads its pressure is cooler. The two volumes hold the same gas and are joined by a port so small, and at a pressure so low, that atoms in the port strike its walls but hardly ever each other. After a while no net gas passes. The problem is to find how the two pressures are then related, and what the gauge reading says about the gas reaching the wafer.

Reservoirs 1 and 2 have fixed temperatures \(T_1,T_2\), pressures \(p_1,p_2\) and number densities \(n_1,n_2\). The gas is ideal and monatomic, with atomic mass \(m\), and \(k\) is Boltzmann's constant. Each reservoir is so large compared with the port that its velocity distribution stays Maxwellian. SI units and Torr are used, since atomic units are unnatural here.

## (a) What crosses a plane?

**Find the number of atoms crossing unit area per unit time from one side, in terms of \(p\) and \(T\), and the mean energy each carries.**

The density of atoms in velocity space is

\[
f(\mathbf v)=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/2kT}.
\]

Take \(z\) normal to the plane. In unit time, atoms with normal velocity \(v_z>0\) cross if they start within a distance \(v_z\), so the one-sided flux is the integral of \(v_zf\) over \(v_z>0\). The \(v_x\) and \(v_y\) integrals each cancel one factor \((m/2\pi kT)^{1/2}\):

\[
J=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_z e^{-mv_z^2/2kT}\,dv_z
 =n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
 =n\sqrt{\frac{kT}{2\pi m}} .
\]

With the mean speed \(\bar v=\sqrt{8kT/\pi m}\), this is \(J=n\bar v/4\).

Pressure is the flux of normal momentum. Atoms moving in both directions contribute positively, because both \(v_z\) and \(mv_z\) change sign on reversal:

\[
p=\int m v_z^2 f\,d^3v=nm\langle v_z^2\rangle=nkT .
\]

Substituting \(n=p/kT\) gives

\[
J=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\]

At fixed pressure, a hotter gas delivers fewer atoms: its speed grows as \(\sqrt T\), but its density falls as \(1/T\).

For the energy, put \(\epsilon=mv_z^2/2\), so that \(v_zdv_z=d\epsilon/m\). The mean normal energy of the crossing atoms is

\[
\frac{\int_0^\infty \epsilon e^{-\epsilon/kT}d\epsilon}{\int_0^\infty e^{-\epsilon/kT}d\epsilon}=kT .
\]

The two tangential motions add \(kT/2\) each, making \(2kT\) per crossing atom. This exceeds the \(3kT/2\) of an atom in the bulk because fast atoms cross more often.

## (b) A thin orifice

**The port is a hole of area \(A\) in a thin plate. When does the net flow vanish? Is the resulting state an equilibrium?**

Each atom that reaches the hole passes through, so the net flow from 1 to 2 is \(A(J_1-J_2)\). It vanishes if and only if

\[
\frac{p_1}{\sqrt{2\pi mkT_1}}=\frac{p_2}{\sqrt{2\pi mkT_2}}
\quad\Longleftrightarrow\quad
\boxed{\frac{p_1}{p_2}=\sqrt{\frac{T_1}{T_2}}} .
\]

Dividing by the temperature ratio gives the densities:

\[
\frac{n_1}{n_2}=\frac{p_1}{p_2}\frac{T_2}{T_1}=\sqrt{\frac{T_2}{T_1}} .
\]

The hot side has the higher pressure and the lower density. If the pressures are made equal instead, the cold side has the larger \(J\), and gas flows from cold to hot until the hot pressure has risen enough.

This is a steady state of zero particle flow, not thermodynamic equilibrium. Equal numbers of atoms cross in the two directions, but they carry \(2kT_1\) and \(2kT_2\). With \(J\) the common flux, heat passes at the rate

\[
\dot Q_{\rm heat}=2k(T_1-T_2)JA ,
\]

from hot to cold. Heating and cooling must hold the two temperatures apart.

## (c) A duct of any shape

**Now let the port be a duct with end areas \(A_1,A_2\), whose walls re-emit atoms by the cosine law. Does its shape, or the temperature of its walls, change the condition?**

Let \(W_{12}\) be the probability that an atom entering end 1 finally leaves by end 2, and \(W_{21}\) the reverse. In steady state, with no net adsorption or reaction, the net flow is

\[
\Phi=A_1W_{12}J_1-A_2W_{21}J_2 .
\]

In the entering flux \(v\cos\theta\,f\,v^2dv\,d\Omega\), the direction factor \(\cos\theta\,d\Omega\) separates from the speed factor. The walls re-emit with the same direction factor, whatever their temperature. An atom's route is thus independent of its speed, and \(W_{12}\) and \(W_{21}\) depend on geometry alone.

It remains to relate them. An atom leaving surface element \(dA_i\) by the cosine law goes into solid angle \(d\Omega\) with probability \(\cos\theta_i\,d\Omega/\pi\). An element \(dA_j\), visible at distance \(r\), fills the solid angle \(\cos\theta_j\,dA_j/r^2\). Hence the probability of landing there is

\[
dF_{ij}=\frac{\cos\theta_i\cos\theta_j}{\pi r^2}\,dA_j,
\qquad
dA_i\,dF_{ij}=dA_j\,dF_{ji}.
\]

Consider a route from element \(a\) of end 1, through wall elements \(1,\dots,N\), to element \(b\) of end 2. Applying the symmetry link by link moves the area factor along the chain:

\[
dA_a\,dF_{a1}dF_{12}\cdots dF_{Nb}
=dF_{1a}\,dA_1\,dF_{12}\cdots dF_{Nb}
=\dots
=dA_b\,dF_{bN}\cdots dF_{21}dF_{1a}.
\]

The right side is the weight of the reversed route. Summing over all routes gives

\[
A_1W_{12}=A_2W_{21},\qquad \Phi=A_1W_{12}(J_1-J_2).
\]

For any open duct \(W_{12}>0\), so \(\Phi=0\) again requires \(J_1=J_2\). Shape and length set how fast gas passes, but not the pressure ratio at which the flow stops.

The result survives if a constant fraction \(1-\alpha\) of wall hits is mirror-like. The quantity \(dA\cos\theta\,d\Omega\) of a bundle of rays is unchanged by free flight, by the symmetry above, and by a mirror, which preserves both \(\theta\) and solid angle. A route and its reverse have equal numbers of mirror and diffuse hits, hence equal weights.

Reciprocity was tested by tracing random atoms through a cone with end radii 1 and 2 and length 3. For diffuse walls, \(W_{12}=0.8003\) and \(W_{21}=0.1988\), each with a sampling error of about \(0.0006\) (the noise-free values are 0.800 and 0.200), so \(A_1W_{12}/A_2W_{21}=1.006\pm0.003\), about two standard errors from one. With \(\alpha=0.6\) the ratio was \(1.001\pm0.003\). The individual probabilities differ by a factor of four, as the areas require.

## (d) How much does a cylindrical port transmit?

**Find an equation for \(W\) of a diffuse cylinder of radius \(R\) and length \(L\).**

First find the fraction \(F\) of atoms leaving one disc of radius \(R\) that directly reach an equal coaxial disc at distance \(x\). Draw the sphere through both rims. Its radius is \(R_s=\sqrt{R^2+x^2/4}\), and each disc cuts off a cap of height \(h=R_s-x/2\) and area \(2\pi R_sh\). A straight line through both discs runs from one cap to the other, and conversely, so the discs exchange the same rays as the caps.

Inside a sphere, two points at distance \(r\) have \(\cos\theta_i=\cos\theta_j=r/2R_s\). The exchange factor \(\cos\theta_i\cos\theta_j/\pi r^2\) is therefore the constant \(1/4\pi R_s^2\), and

\[
\pi R^2F=\frac{(2\pi R_sh)^2}{4\pi R_s^2}=\pi h^2 .
\]

With \(X=x/R\),

\[
F(X)=\frac{h^2}{R^2}=\frac{\left(\sqrt{X^2+4}-X\right)^2}{4}
=\frac{X^2+2-X\sqrt{X^2+4}}{2}.
\]

The atoms from the entrance that land on the wall between \(X\) and \(X+dX\) are those that reach the first cross-section but not the second, a fraction \(-F'(X)dX\). Let \(G(X)\) be the fraction leaving a wall ring that reaches the disc at distance \(X\). The ring has area \(2\pi R^2dX\), so reciprocity gives \(2\pi R^2dX\,G=\pi R^2(-F')dX\), or

\[
G(X)=-\tfrac12F'(X)=\frac12\left[\frac{X^2+2}{\sqrt{X^2+4}}-X\right].
\]

By the same subtraction, an atom from one ring lands on another at distance \(u\) with probability \(K(u)du=-G'(u)du\).

Let \(w(X)\) be the probability that an atom emitted by the wall at \(X\) finally leaves by the far end, and let \(\ell=L/R\). It either goes there directly or first hits another ring:

\[
w(X)=G(\ell-X)+\int_0^\ell K(|X-X'|)\,w(X')\,dX' .
\]

An entering atom either passes directly or first hits the wall:

\[
W=F(\ell)+2\int_0^\ell G(X)\,w(X)\,dX .
\]

For a short port, \(F\approx1-\ell\), \(G\approx w\approx\tfrac12\), and

\[
W\approx1-\ell+2\cdot\tfrac12\cdot\tfrac12\,\ell=1-\frac{L}{2R},
\]

which tends to the orifice value of one.

For the port used below, with bore 10 mm and length 20 mm, \(\ell=4\). Numerical solution of the integral equation gives \(W=0.3566\), and ray tracing gives \(0.3567\pm0.0008\).

## (e) Can the walls spoil the law?

**Suppose fast atoms are reflected mirror-like more often than slow ones. What replaces the pressure ratio?**

The transmission now depends on speed, so \(W_{12}\) and \(W_{21}\) become averages over the atoms entering from each side. Setting \(\Phi=0\) gives

\[
\frac{p_1}{p_2}=\sqrt{\frac{T_1}{T_2}}\;\frac{A_2W_{21}}{A_1W_{12}} .
\]

The last factor need not be one, because the two averages refer to gases of different temperature.

If the whole system has one temperature, thermodynamic equilibrium is possible and the factor must be one. The wall must then emit atoms of each energy as often as it captures them. Ray tracing with such a wall at uniform temperature, in the cone of part (c), gave \(0.999\pm0.003\) for \(A_1W_{12}/A_2W_{21}\).

As an illustration, take the cylindrical port between 573 K and 318 K, with wall temperature varying linearly along it. Let atoms with energy below \(k\times891\) K always be re-emitted diffusely, and faster ones only half the time. The energies of diffusely re-emitted atoms follow those of a one-sided Maxwellian flux at the local wall temperature, weighted by the same probabilities (1 or one half), so that each piece of wall would balance emission and capture in a gas at its own temperature. Ray tracing gives \(W=0.4713\) from the hot end and \(0.4025\) from the cold end, each to about \(\pm0.0008\), so the factor below is uncertain by \(\pm0.002\). The pressure ratio is multiplied by

\[
\frac{0.4025}{0.4713}=0.854 ,
\]

and falls from 1.342 to 1.146.

The direction of the change can be understood. A mirror reflection from a cylinder leaves the axial velocity unchanged, so the atom keeps moving forward, whereas diffuse re-emission can send it back. More of the hot gas is fast, so it passes more easily and needs less pressure to balance the cold gas. This is the main cause here: with the wall held at the mean temperature the factor is still about 0.88. The temperature gradient along the wall adds a smaller effect in the same direction, about 0.97 on its own, and its share grows in longer ports. The square-root law for a duct is therefore not assured when the scattering law depends on speed. A thin orifice needs no such assumption.

## (f) Reading the gauge

**The chamber is at 573 K. A gauge at 318 K reads \(1.0\times10^{-5}\) Torr of argon through the port of part (d). Find the chamber pressure and the flux on the wafer. How fast does the gauge respond?**

The reading is taken to be the true gas pressure inside the gauge. An ionization gauge responds to density instead, so its reading must first be corrected for the gas species and the gauge temperature.

With diffuse port walls,

\[
\frac{p_{\rm ch}}{p_{\rm g}}=\sqrt{\frac{573}{318}}=1.342,
\qquad
p_{\rm ch}=1.34\times10^{-5}\ {\rm Torr}=1.79\times10^{-3}\ {\rm Pa}.
\]

The densities are \(2.26\times10^{11}\) cm\(^{-3}\) in the chamber and \(3.04\times10^{11}\) cm\(^{-3}\) in the gauge, a ratio of 0.745.

The wafer flux follows from the chamber values, but \(J_{\rm ch}=J_{\rm g}\), so the gauge's own pressure and temperature suffice:

\[
J=\frac{p_{\rm g}}{\sqrt{2\pi mkT_{\rm g}}}=3.12\times10^{15}\ {\rm cm^{-2}\,s^{-1}} .
\]

Combining the gauge pressure with the chamber temperature gives \(2.32\times10^{15}\) cm\(^{-2}\) s\(^{-1}\) instead. Relative to the correct flux, this is low by \(1-1/1.342=25.5\%\), and a dose computed from it is low by the same fraction.

For the response, let the gauge have volume \(V\) and a gas source \(Q\), measured as pressure times volume per time. Its atom number is \(p_{\rm g}V/kT_{\rm g}\), so

\[
\frac{V}{kT_{\rm g}}\frac{dp_{\rm g}}{dt}=WA(J_{\rm ch}-J_{\rm g})+\frac{Q}{kT_{\rm g}} .
\]

This assumes that atoms cross the port quickly compared with the change in pressure. Write \(J_{\rm g}=p_{\rm g}\bar v_{\rm g}/4kT_{\rm g}\) and \(J_{\rm ch}=p_*\bar v_{\rm g}/4kT_{\rm g}\), where \(p_*=p_{\rm ch}\sqrt{T_{\rm g}/T_{\rm ch}}\) is the ideal reading. Multiplication by \(kT_{\rm g}\) gives

\[
V\frac{dp_{\rm g}}{dt}=C(p_*-p_{\rm g})+Q,\qquad C=\frac{WA\bar v_{\rm g}}{4}.
\]

Starting from an empty gauge, the solution is

\[
p_{\rm g}(t)=\left(p_*+\frac QC\right)\left(1-e^{-Ct/V}\right).
\]

Here \(C=2.87\) L/s. For \(V=50\) cm\(^3\), the response time is \(V/C=0.050/2.87\) s \(=17.4\) ms. Time spent inside the port, about 0.1 ms per passage, lengthens this by a little under 1%. An outgassing rate of roughly \(10^{-8}\) Torr L/s raises the reading by \(10^{-8}/2.87=3.5\times10^{-9}\) Torr, or 0.035%.

The heat flow of part (b) is small: a thin hole of the same bore would pass 17 µW at this flux.

## (g) Are collisions really negligible?

**Estimate how far collisions between atoms can shift the pressure ratio.**

Treat atoms as spheres of diameter \(d\), with cross-section \(\sigma=\pi d^2\). The difference of two independent Maxwellian velocities has twice the variance of one, so the mean relative speed is \(\sqrt2\,\bar v\). An atom collides at the rate \(\sqrt2\,n\sigma\bar v\), and the mean free path is

\[
\lambda=\frac{\bar v}{\sqrt2\,n\sigma\bar v}=\frac1{\sqrt2\,n\sigma}.
\]

For a rough \(d=0.36\) nm, \(\lambda\approx5.7\) m at the gauge end, about 570 times the bore.

The length of an atom's path in the port also matters. Imagine the port filled with uniform gas of speed \(v\). It holds \(nV_{\rm p}\) atoms, where \(V_{\rm p}\) is the port volume, and they enter at the rate \((nv/4)(A_1+A_2)\). The mean stay is the number divided by the rate. Multiplying by \(v\) gives the mean path:

\[
s=\frac{4V_{\rm p}}{A_1+A_2}=\frac{4AL}{2A}=2L=40\ {\rm mm}.
\]

Ray tracing gave 39.96 mm. Atoms enter from both ends at the total rate \(2AJ\), so they take part in collisions at the rate \(2AJ\,(2L/\lambda)=4AJL/\lambda\). Suppose that each participation changes the net flow by one whole atom, all in the same direction. Relative to the one-way transmitted flow \(WAJ\), the imbalance is

\[
\frac{4L}{\lambda W}\approx\frac{4\times0.020}{5.7\times0.357}\approx0.04 .
\]

A pressure shift of the same relative size would restore zero flow. Using \(\lambda\) at the cold end is cautious: for common \(J\), \(n=4J/\bar v\), so the collision rate per volume, proportional to \(n^2\bar v=16J^2/\bar v\), is largest where the gas is coldest. This 4% is a pessimistic first-order estimate, not a strict bound, since it leaves out collisions just outside the port. It compares with the 34% pressure difference under study.

The estimate grows in proportion to pressure. The mean free path equals the bore at a gauge pressure of \(5.7\times10^{-3}\) Torr, and well before that the free-molecular argument has lost its footing. In the opposite limit, with \(\lambda\) far below the bore, the gas acts as a fluid. To leading order its stress is then a simple pressure, and fluid at rest with no body force needs that pressure to be uniform. The ratio tends to one.

These limits place the example among real reactors. A hot-wall chamber at 573 K and a gauge head heated to 318 K are realistic, but many deposition processes run at roughly 1 Torr, far above the pressure chosen here. At 1 Torr the mean free path at the gauge would be about 0.06 mm, and the correction factor 1.342 should not be applied to this port. The example instead represents dosing under high vacuum. There, the assumption of scattering independent of speed should also be questioned: the wall of part (e), whose parameters were chosen only for illustration, lowers the ratio by 15%. That wall is an extreme case, not a model of argon on a real surface. In the same port, a smooth speed-dependent law (the Cercignani–Lampis kernel) lowers the ratio by about 2% for tangential accommodation 0.9 and about 5% for 0.8, and raises it by about 2% for a backscattering wall with 1.1. The port also occupies 1.2% of the gauge's wall area, taking the gauge as a sphere, so the gauge gas is only approximately a closed Maxwellian reservoir. In a cold-wall reactor the chamber gas may have no single temperature, and \(T_{\rm ch}\) then loses its simple meaning.

The computed values are collected in the numerical output below.

## Computed results

```
argon mass: 39.948 u
chamber temperature: 573 K
gauge temperature: 318 K
gauge pressure: 1.000e-05 Torr
port bore: 10.0 mm, length: 20.0 mm
pressure ratio chamber/gauge, law: 1.3423
same ratio, velocity quadrature: 1.3423
chamber pressure: 1.342e-05 Torr
chamber pressure: 1.790e-03 Pa
gauge density: 3.037e+11 cm^-3
chamber density: 2.262e+11 cm^-3
density ratio chamber/gauge: 0.7450
flux on wafer: 3.117e+15 cm^-2 s^-1
flux if gauge pressure is used: 2.322e+15 cm^-2 s^-1
error of that flux: -25.5 %
heat through thin hole of same bore: 17.24 uW
Cone, end radii 1 and 2, length 3 (ray tracing):
 diffuse: W12 0.8003, W21 0.1988
  A1 W12/(A2 W21): 1.0064 +- 0.0033
 alpha 0.6: W12 0.9004, W21 0.2250
  A1 W12/(A2 W21): 1.0005 +- 0.0030
 speed-dep., uniform T: W12 0.8674, W21 0.2172
  A1 W12/(A2 W21): 0.9985 +- 0.0031
port transmission, integral equation: 0.3566
port transmission, rays: 0.3567 +- 0.0008
mean path in port, 2L: 40.00 mm
mean path in port, rays: 39.96 mm
Neglected effects:
atomic diameter (rough): 0.36 nm
mean free path, gauge end: 5.72 m
mean free path, chamber end: 7.68 m
mean free path/bore, gauge end: 572
collision shift, cautious estimate: 3.9 %
gauge pressure with path = bore: 5.7e-03 Torr
fast atoms: energy/k above 891 K
alpha of slow atoms: 1, of fast atoms: 0.5
 W from hot end: 0.4713, from cold end: 0.4025
 factor on pressure ratio: 0.854 +- 0.002
 pressure ratio then: 1.146
gauge volume: 50 cm^3
port conductance, gauge side: 2.87 L/s
gauge response time: 17.4 ms
outgassing (rough): 1.0e-08 Torr L/s
outgassing shift: 0.035 % of reading
port area/gauge wall area: 1.2 %
```
